# Heat conduction by a phonon branch with a threshold energy: test program

```python
"""
Result under test: a phonon branch with unit transmission above a threshold
energy x0*kB*T has thermal conductance G = (kB^2 T/h) S(x0), where
    S(a) = integral_a^infinity x^2 e^x/(e^x-1)^2 dx
         = sum_{m>=1} exp(-m a) (a^2 + 2a/m + 2/m^2),
and G/g0 = 3 S(x0)/pi^2 = 0.076 at x0 = 5, with g0 = pi^2 kB^2 T/(3h).
x = phonon energy/(kB T).  The example is a suspended beam (scalar waves).
Lengths in the wave model are in units of hbar*v/(kB*T), v = sound speed.
"""
import numpy as np
from scipy.constants import h, hbar, k as kB, e as charge
from scipy.integrate import quad, solve_ivp

X0 = 5.0
FULL = np.pi**2 / 3


def series_term(a, m):
    return np.exp(-m * a) * (a * a + 2 * a / m + 2 / m**2)


def window(a):
    return sum(series_term(a, m) for m in range(1, 200))


def share(a):
    return window(a) / FULL


def heat_weight(x):
    return x**2 / (4 * np.sinh(x / 2)**2)


# ---------- example parameters (rough typical values) ----------
width, length, flare = 200e-9, 1e-6, 1e-6      # m
speed, fast_speed = 6000.0, 10000.0            # m/s
roughness = 1e-9                               # m, rms
glass_ratio = 150.0                            # free path / wavelength
f0 = speed / (2 * width)
omega0 = 2 * np.pi * f0
T = h * f0 / (X0 * kB)
g0 = np.pi**2 * kB**2 * T / (3 * h)
G = share(X0) * g0

# ---------- series against quadrature ----------
for a in (0.5, 2.0, 5.0, 10.0):
    numeric = quad(heat_weight, a, a + 60, epsabs=1e-14, epsrel=1e-11,
                   limit=200)[0]
    assert abs(numeric / window(a) - 1) < 1e-8


# ---------- conductance from the k-space heat current, SI units ----------
def conductance_from_modes(dispersion, k_max, points=200000):
    dk = k_max / points
    k = (np.arange(points) + 0.5) * dk
    step = 1e-4 * np.pi / width
    velocity = (dispersion(k + step) - dispersion(k - step)) / (2 * step)
    omega = dispersion(k)
    eps = 1e-4

    def bose(temp):
        return 1 / np.expm1(hbar * omega / (kB * temp))
    difference = bose(T * (1 + eps)) - bose(T * (1 - eps))
    current = np.sum(hbar * omega * velocity * difference) * dk / (2 * np.pi)
    return current / (2 * eps * T)


k0 = np.pi / width
G_guide = conductance_from_modes(
    lambda k: np.sqrt(omega0**2 + (speed * k)**2), 10 * k0)
G_parabola = conductance_from_modes(
    lambda k: omega0 * (1 + (k / k0)**2), 3 * k0)
G_gapless = conductance_from_modes(lambda k: speed * k, 10 * k0)
assert abs(G_guide / G - 1) < 1e-5
assert abs(G_parabola / G - 1) < 1e-5
assert abs(G_gapless / g0 - 1) < 1e-5

# ---------- hand bracket and the claimed percentage ----------
first, second = series_term(X0, 1), series_term(X0, 2)
tail_bound = ((X0**2 + 2 * X0 / 3 + 2 / 9) * np.exp(-3 * X0)
              / (1 - np.exp(-X0)))
quad_window = quad(heat_weight, X0, 65, epsabs=1e-14, epsrel=1e-11,
                   limit=200)[0]
assert first + second < quad_window < first + second + tail_bound
assert abs(100 * quad_window / FULL - 7.6) < 0.05

# ---------- beam threshold by diagonalization (free side faces) ----------
n = 200
laplace = 2 * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)
laplace[0, 0] = laplace[-1, -1] = 1
eigen = np.linalg.eigvalsh(laplace * (n / width)**2)
assert abs(speed * np.sqrt(eigen[1]) / omega0 - 1) < 1e-3

# ---------- wave transmission through the beam from gapless leads ----------
unit = hbar * speed / (kB * T)
flat_len, flare_len = length / unit, flare / unit


def transmission(x, flare_length, slices=200):
    heights, steps = [1.0], [flat_len]
    if flare_length > 0:
        rise = np.sin(np.pi * (np.arange(slices) + 0.5) / (2 * slices))**2
        d = [flare_length / slices] * slices
        heights = list(rise) + heights + list(rise[::-1])
        steps = d + steps + d
    m11, m12 = np.ones_like(x), np.zeros_like(x)
    m21, m22 = np.zeros_like(x), np.ones_like(x)
    for height, d in zip(heights, steps):
        k2 = x**2 - X0**2 * height
        kd = np.sqrt(k2 + 0j) * d
        c, s = np.cos(kd).real, (d * np.sinc(kd / np.pi)).real
        m11, m12, m21, m22 = (c * m11 + s * m21, c * m12 + s * m22,
                              -k2 * s * m11 + c * m21,
                              -k2 * s * m12 + c * m22)
    return 4 / ((m11 + m22)**2 + (m21 / x - x * m12)**2)


def transmission_ode(x):
    total = flat_len + 2 * flare_len

    def height(y):
        edge = min(y, total - y)
        if edge >= flare_len:
            return 1.0
        return np.sin(np.pi * edge / (2 * flare_len))**2

    def slope(y, u):
        return [u[1], -(x**2 - X0**2 * height(y)) * u[0]]
    sol = solve_ivp(slope, (total, 0), [1 + 0j, 1j * x], method="DOP853",
                    rtol=1e-9, atol=1e-11, max_step=0.05)
    u, du = sol.y[:, -1]
    return 4 / abs(u + du / (1j * x))**2


for x_test in (4.9, 5.05, 5.5):
    sliced = transmission(np.array([x_test]), flare_len)[0]
    assert abs(sliced / transmission_ode(x_test) - 1) < 5e-3

dq = 0.01
q = (np.arange(4000) + 0.5) * dq
x_above = np.sqrt(X0**2 + q**2)
w_above = heat_weight(x_above) * q / x_above * dq
dp = 4.99 / 2000
p = (np.arange(2000) + 0.5) * dp
x_below = np.sqrt(X0**2 - p**2)
w_below = heat_weight(x_below) * p / x_below * dp
assert abs(w_above.sum() / window(X0) - 1) < 1e-4

above, below = {}, {}
for name, size in (("abrupt", 0.0), ("flared", flare_len)):
    above[name] = np.sum(w_above * transmission(x_above, size)) / window(X0)
    below[name] = np.sum(w_below * transmission(x_below, size)) / window(X0)
assert above["abrupt"] < above["flared"] < 1

# ---------- scattering estimates inside the beam ----------
wavelength = 2 * np.pi * unit / x_above
slowing = q / x_above                          # group velocity / speed
path_glass = glass_ratio * wavelength * slowing
specular = np.exp(-(4 * np.pi * roughness / wavelength)**2)
path_surface = width * (1 + specular) / (1 - specular) * slowing


def scattering_loss(path):
    return 1 - np.sum(w_above / (1 + length / path)) / w_above.sum()


loss_glass = scattering_loss(path_glass)
loss_surface = scattering_loss(path_surface)


# ---------- finite temperature difference: 10 percent of T in total ----------
def reduced_current(t):
    return quad(lambda x: x / np.expm1(x / t), X0, 65,
                epsabs=1e-14, epsrel=1e-11, limit=200)[0]


bias_change = ((reduced_current(1.05) - reduced_current(0.95)) / 0.1
               / window(X0) - 1)

print(f"threshold ratio x0                        {X0:.1f}")
print(f"exp(-5)                                   {np.exp(-X0):.7f}")
print(f"series term m=1                           {first:.7f}")
print(f"series term m=2                           {second:.7f}")
print(f"upper bound on all terms m>=3             {tail_bound:.2e}")
print(f"S(5) from series                          {window(X0):.7f}")
print(f"S(5) from quadrature                      {quad_window:.7f}")
print(f"full window pi^2/3                        {FULL:.7f}")
print(f"share G/g0                                {100*share(X0):.3f} %")
print(f"share divided by exp(-5)                  {share(X0)/np.exp(-X0):.2f}")
print("--- example beam, rough typical values ---")
print(f"width                                     {width*1e9:.0f} nm")
print(f"length                                    {length*1e9:.0f} nm")
print(f"flare length at each end                  {flare*1e9:.0f} nm")
print(f"sound speed                               {speed/1e3:.1f} km/s")
print(f"threshold frequency f0                    {f0/1e9:.2f} GHz")
print(f"threshold energy                          {h*f0/charge*1e6:.2f} ueV")
print(f"temperature T                             {T*1e3:.2f} mK")
print(f"quantum g0 at T                           {g0*1e15:.2f} fW/K")
print(f"branch conductance G                      {G*1e15:.3f} fW/K")
print(f"G from k-space current, guide dispersion  {G_guide*1e15:.3f} fW/K")
print(f"G from k-space current, parabolic         {G_parabola*1e15:.3f} fW/K")
print(f"gapless branch from k-space current       {G_gapless*1e15:.2f} fW/K")
print(f"four gapless branches                     {4*g0*1e15:.1f} fW/K")
print(f"G relative to four gapless branches       {25*share(X0):.2f} %")
print("--- neglected effects, relative to ideal G unless named share ---")
for name in ("abrupt", "flared"):
    print(f"{name} ends: carried above threshold     {100*above[name]:.1f} %")
    print(f"{name} ends: tunnelling below threshold  {100*below[name]:.3f} %")
print(f"assumed glass free path / wavelength      {glass_ratio:.0f}")
print(f"loss by glass scattering                  {100*loss_glass:.2f} %")
print(f"assumed rms surface roughness             {roughness*1e9:.1f} nm")
print(f"loss by surface scattering                {100*loss_surface:.2f} %")
print(f"change for 10 % temperature difference    {100*bias_change:+.2f} %")
print(f"share at T 10 % lower                     {100*share(X0/0.9):.2f} %")
print(f"share at T 10 % higher                    {100*share(X0/1.1):.2f} %")
print(f"share, sound speed 10 % lower, same T     {100*share(X0*0.9):.2f} %")
print(f"share, sound speed 10 % higher, same T    {100*share(X0*1.1):.2f} %")
x_fast = X0 * fast_speed / speed
print(f"faster polarization: speed                {fast_speed/1e3:.1f} km/s")
print(f"faster polarization: threshold ratio      {x_fast:.2f}")
print(f"faster polarization: share                {100*share(x_fast):.3f} %")
print(f"share of branch with threshold 10 kB T    {100*share(2*X0):.3f} %")
print(f"loss if branch ended at 10 kB T           "
      f"{100*window(2*X0)/window(X0):.2f} %")
print("success")
```

Running it gives:

```
threshold ratio x0                        5.0
exp(-5)                                   0.0067379
series term m=1                           0.2493040
series term m=2                           0.0013847
upper bound on all terms m>=3             8.79e-06
S(5) from series                          0.2506975
S(5) from quadrature                      0.2506975
full window pi^2/3                        3.2898681
share G/g0                                7.620 %
share divided by exp(-5)                  11.31
--- example beam, rough typical values ---
width                                     200 nm
length                                    1000 nm
flare length at each end                  1000 nm
sound speed                               6.0 km/s
threshold frequency f0                    15.00 GHz
threshold energy                          62.04 ueV
temperature T                             143.98 mK
quantum g0 at T                           136.26 fW/K
branch conductance G                      10.384 fW/K
G from k-space current, guide dispersion  10.384 fW/K
G from k-space current, parabolic         10.384 fW/K
gapless branch from k-space current       136.26 fW/K
four gapless branches                     545.1 fW/K
G relative to four gapless branches       1.91 %
--- neglected effects, relative to ideal G unless named share ---
abrupt ends: carried above threshold     77.4 %
abrupt ends: tunnelling below threshold  0.041 %
flared ends: carried above threshold     97.1 %
flared ends: tunnelling below threshold  0.096 %
assumed glass free path / wavelength      150
loss by glass scattering                  4.57 %
assumed rms surface roughness             1.0 nm
loss by surface scattering                0.87 %
change for 10 % temperature difference    +0.44 %
share at T 10 % lower                     5.18 %
share at T 10 % higher                    10.33 %
share, sound speed 10 % lower, same T     10.65 %
share, sound speed 10 % higher, same T    5.39 %
faster polarization: speed                10.0 km/s
faster polarization: threshold ratio      8.33
faster polarization: share                0.644 %
share of branch with threshold 10 kB T    0.168 %
loss if branch ended at 10 kB T           2.21 %
success
```
